# Smoluchowski recombination of vacancies and interstitials: the approach to steady capture

**The setting.** A crystal contains vacancies V and self-interstitials I at uniform concentrations $c_V(t)$ and $c_I(t)$. They diffuse isotropically and independently with constants $D_V$ and $D_I$. A vacancy and an interstitial annihilate as soon as their separation falls to the capture radius $R$, and do not interact at larger distances. At $t=0$ their positions are uncorrelated, except that pairs closer than $R$ have been removed. The crystal is large and the defects are dilute. The recombination coefficient $k(t)$ is defined by

$$\frac{dc_I}{dt}=\frac{dc_V}{dt}=-k(t)\,c_I c_V .$$

## Part (a): from many defects to one pair

*Reduce the problem to an equation for the pair density as a function of separation, and express $k(t)$ through its solution.*

**Answer.** Choose one interstitial and one vacancy in a volume $\Omega$. Let $g/\Omega^2$ be the probability density of finding them unreacted at $\mathbf r_I$ and $\mathbf r_V$, reactions with third defects being left out. The crystal is uniform and the motion isotropic, so $g$ depends on position through $r=|\mathbf r_I-\mathbf r_V|$ alone. Independent diffusion gives

$$\frac{\partial g}{\partial t}=\left(D_I\nabla_I^2+D_V\nabla_V^2\right)g .$$

With $\mathbf r=\mathbf r_I-\mathbf r_V$, the chain rule gives $\nabla_I g=\nabla g$ and $\nabla_V g=-\nabla g$. A second differentiation removes the minus sign, so both Laplacians equal $\nabla^2g$ and

$$\frac{\partial g}{\partial t}=D\nabla^2 g,\qquad D=D_I+D_V .$$

The conditions are $g(r,0)=1$ for $r>R$, $g(R,t)=0$ because contact means annihilation, and $g\to1$ as $r\to\infty$.

The probability that the pair survives is the integral of $g/\Omega^2$ over both positions. Integration over the position of the vacancy gives one factor $\Omega$, so the survival probability changes at the rate

$$\frac1\Omega\int_{r>R}\frac{\partial g}{\partial t}\,d^3r
=\frac{D}{\Omega}\oint\nabla g\cdot d\mathbf S
=-\frac{4\pi R^2D}{\Omega}\left.\frac{\partial g}{\partial r}\right|_{R}.$$

The minus sign arises because the normal pointing out of the region $r>R$ points towards the centre of the sphere. The distant surface contributes nothing, since $g$ is still uniform there.

There are $\Omega^2c_Ic_V$ pairs. In the dilute pair approximation, losses to third defects reduce $c_I$ and $c_V$ but do not alter the dependence of $g$ on separation. The number of reactions per unit volume and time is then $k\,c_Ic_V$, with

$$k(t)=4\pi R^2D\left.\frac{\partial g}{\partial r}\right|_{R}.$$

## Part (b): the pair density

*Solve for $g(r,t)$.*

**Answer.** For a spherically symmetric function, $\nabla^2g=r^{-1}\partial^2(rg)/\partial r^2$. Define $w=r(1-g)$, the missing pair density multiplied by $r$. Then

$$\frac{\partial w}{\partial t}=-r\frac{\partial g}{\partial t}
=-D\frac{\partial^2(rg)}{\partial r^2}
=D\frac{\partial^2w}{\partial r^2},$$

where the last step holds because $rg=r-w$ and the second derivative of $r$ vanishes. The conditions become $w(r,0)=0$ and $w(R,t)=R$, with $w\to0$ far away at any finite time, because the depletion has not yet arrived there.

This is one-dimensional diffusion into an empty half-space whose edge is held at a constant value. In terms of the distance $r-R$ the conditions contain no length, so we try

$$w=R\,F(\eta),\qquad \eta=\frac{r-R}{\sqrt{4Dt}} .$$

Since $\partial\eta/\partial t=-\eta/(2t)$ and $(\partial\eta/\partial r)^2=1/(4Dt)$, the diffusion equation becomes

$$-\frac{\eta}{2t}F'=\frac{D}{4Dt}F''
\quad\Longrightarrow\quad F''=-2\eta F'.$$

Hence $F'=-A e^{-\eta^2}$. The conditions $F(0)=1$ and $F(\infty)=0$ require $A\int_0^\infty e^{-\eta^2}d\eta=1$, or $A=2/\sqrt\pi$. Thus $F=\operatorname{erfc}\eta$, and

$$g(r,t)=1-\frac Rr\operatorname{erfc}\!\left(\frac{r-R}{\sqrt{4Dt}}\right).$$

At fixed $r$ and late times, $\operatorname{erfc}\to1$ and $g\to1-R/r$. This is the steady depletion cloud. It is built from the inside outwards, its edge lying at a distance of order $\sqrt{Dt}$.

## Part (c): the recombination coefficient

*Find $k(t)$ and interpret its early and late limits.*

**Answer.** Differentiate both factors that depend on $r$, using $d\operatorname{erfc}\eta/d\eta=-(2/\sqrt\pi)e^{-\eta^2}$:

$$\frac{\partial g}{\partial r}=\frac{R}{r^2}\operatorname{erfc}\eta
+\frac Rr\,\frac{2}{\sqrt\pi}\,\frac{e^{-\eta^2}}{\sqrt{4Dt}} .$$

At $r=R$, $\eta=0$, and the slope is $1/R+1/\sqrt{\pi Dt}$. Multiplication by $4\pi R^2D$ gives

$$k(t)=4\pi RD\left(1+\frac{R}{\sqrt{\pi Dt}}\right).$$

The first term is the steady coefficient $k_\infty=4\pi RD$. It is proportional to $R$ rather than to the area $4\pi R^2$, because the steady gradient at the surface is itself $1/R$.

The second term comes from the initially undepleted surroundings. For $Dt\ll R^2$ it dominates, and $k\approx4\pi R^2\sqrt{D/(\pi t)}$. This is the area of the sphere times the flux into a plane absorber, as it should be while the depleted layer is thin compared with $R$. The divergence at $t\to0$ is integrable, so the number of reactions stays finite. It belongs to continuous diffusion and has no meaning for times shorter than an atomic hop.

## Part (d): the approach to the steady value

*From what time does $k$ stay within a fraction $\varepsilon$ of $k_\infty$? Give the result for one percent. When is the time-averaged coefficient equally close?*

**Answer.** The excess relative to the steady value is $k/k_\infty-1=R/\sqrt{\pi Dt}$. It is positive and decreases monotonically, so once it has reached $\varepsilon$ it remains below it. Setting it equal to $\varepsilon$ and squaring gives

$$t_\varepsilon=\frac{R^2}{\pi D\varepsilon^2},\qquad
t_{0.01}=\frac{10^4R^2}{\pi D}\approx3183\,\frac{R^2}{D}.$$

The natural time $R^2/D$ is thus a poor estimate of when the transient is over: at that moment the excess is still $1/\sqrt\pi$, more than one half. The decay is a power law, and each tenfold gain in accuracy costs a factor of 100 in time. At $t_\varepsilon$ the diffusion length is $\sqrt{Dt_\varepsilon}=R/(\varepsilon\sqrt\pi)$, so one-percent accuracy requires a depletion cloud many capture radii wide.

The number of reactions depends on the integral

$$\int_0^tk\,dt'=4\pi RD\left(t+2R\sqrt{\frac{t}{\pi D}}\right),$$

where $\int_0^t t'^{-1/2}dt'=2\sqrt t$ was used. Division by $t$ shows that the average coefficient exceeds $k_\infty$ by the fraction $2R/\sqrt{\pi Dt}$, twice the instantaneous excess. It comes within $\varepsilon$ at $4t_\varepsilon$.

## Part (e): numbers for a silicon anneal

*Take $D_I=10^{-7}$ cm²/s, $D_V=10^{-9}$ cm²/s and $R=0.5$ nm, rough values in the regime of silicon at 800 °C. Evaluate the steady coefficient and the one-percent time.*

**Answer.** The sum is $D=1.01\times10^{-7}$ cm²/s, so with these assumed values the interstitial supplies nearly all the relative motion. With $R=5\times10^{-8}$ cm,

$$k_\infty=4\pi(5\times10^{-8})(1.01\times10^{-7})
=6.3\times10^{-14}\ \text{cm}^3/\text{s},$$

$$t_{0.01}=\frac{10^4\,(5\times10^{-8})^2}{\pi\,(1.01\times10^{-7})}\ \text{s}
=7.9\times10^{-5}\ \text{s}=79\ \mu\text{s}.$$

The diffusion length is then 28 nm. The approach is slow on the scale of its beginning:

| Time (μs) | $k/k_\infty$ |
|---:|---:|
| 0.01 | 1.89 |
| 0.1 | 1.28 |
| 1 | 1.09 |
| 10 | 1.028 |
| 79 | 1.010 |

Ten-percent accuracy is reached after 0.79 μs. The average coefficient needs $4\times78.8\approx315$ μs to come within one percent. For an anneal lasting a second, with these parameters and no continuing production of defects, the transient in $k$ is therefore brief.

## Part (f): are any defects left?

*Both concentrations start at $c_0$. Find $c(t)$ and the fraction recombined by $t_\varepsilon$. Evaluate it for $c_0=10^{15}$ cm⁻³ and $\varepsilon=0.01$.*

**Answer.** With $c_I=c_V=c$, the rate equation is $dc/dt=-kc^2$, or $d(1/c)/dt=k$. Therefore

$$\frac1{c(t)}=\frac1{c_0}+4\pi RD\left(t+2R\sqrt{\frac{t}{\pi D}}\right).$$

At $t_\varepsilon$, $R/\sqrt{\pi Dt_\varepsilon}=\varepsilon$, so the bracket equals $t_\varepsilon(1+2\varepsilon)$. Define

$$X=c_0\int_0^{t_\varepsilon}k\,dt
=4\pi RDc_0\,\frac{R^2}{\pi D\varepsilon^2}(1+2\varepsilon)
=\frac{4c_0R^3}{\varepsilon^2}(1+2\varepsilon).$$

Then $c/c_0=1/(1+X)$, and the fraction lost is $X/(1+X)$. The diffusion constant has cancelled: faster diffusion shortens the transient and speeds up the reactions equally.

Here $c_0R^3=10^{15}\times1.25\times10^{-22}=1.25\times10^{-7}$. Hence $X=4\times10^4\times1.25\times10^{-7}\times1.02=5.1\times10^{-3}$, and 0.51 percent of the defects have recombined. Nearly all the recombination still lies ahead, and the steady coefficient describes it well.

This changes with concentration. Half the defects are gone by $t_{0.01}$ when $X=1$, which for the same $R$ means $c_0=2.0\times10^{17}$ cm⁻³. Well above that value, most recombination is over before $k$ has come within one percent of $k_\infty$.

In the example a given defect has reacted by $t_{0.01}$ with a probability of only 0.51 percent. For nearly all pairs, therefore, no third defect has removed either member, which supports the pair approximation of part (a). This simple justification weakens as $X$ grows, and when $X$ is of order one it no longer covers the whole interval.

## Part (g): pairs born close together

*Irradiation also creates a vacancy and an interstitial near each other. Find the probability that a pair born at separation $r_0>R$ has annihilated by time $t$.*

**Answer.** Let $S(r_0,t)$ be the survival probability. During a first short interval $dt$ the separation changes by a random $\boldsymbol\delta$ with $\langle\boldsymbol\delta\rangle=0$ and $\langle\delta_i\delta_j\rangle=2D\,dt\,\delta_{ij}$. Averaging over this step,

$$S(r_0,t+dt)=\langle S(|\mathbf r_0+\boldsymbol\delta|,t)\rangle
=S+D\,dt\,\nabla_0^2S .$$

So $S$ obeys the diffusion equation in $r_0$, with $S(R,t)=0$, $S(r_0,0)=1$ and $S\to1$ at large $r_0$. This is the problem solved in part (b), and the capture probability is

$$P(r_0,t)=1-S=\frac{R}{r_0}\operatorname{erfc}\!\left(\frac{r_0-R}{\sqrt{4Dt}}\right).$$

Even after unlimited time it is $R/r_0$, not one, because a diffusing pair in three dimensions can escape. For $r_0=2$ nm and the parameters above, the pair has annihilated with probability 24.3 percent by 79 μs and 25 percent in the end. A population of such pairs loses a quarter of its members in an early burst. The coefficient $k(t)$ for uncorrelated defects does not contain this burst.

The rate of these captures is

$$\frac{\partial P}{\partial t}=\frac{R}{r_0}\,\frac{r_0-R}{\sqrt{4\pi D}\;t^{3/2}}\,e^{-(r_0-R)^2/4Dt},$$

which falls as $t^{-3/2}$ at late times, faster than the $t^{-1/2}$ transient in $k$.

## Part (h): forces between the defects

*Let the pair have an interaction energy $U(r)$ of finite range outside $R$. How do the steady coefficient and the one-percent time change?*

**Answer.** Put $u=U/k_BT$. Drift adds to diffusion, and the total inward flux through a sphere of radius $r$ is

$$\Phi=4\pi r^2D\left(\frac{\partial g}{\partial r}+g\frac{du}{dr}\right)
=4\pi r^2D\,e^{-u}\frac{\partial}{\partial r}\left(e^{u}g\right).$$

In a steady state $\Phi$ is independent of $r$. Dividing by $4\pi r^2De^{-u}$ and integrating from $R$, where $g=0$,

$$e^{u(r)}g(r)=\frac{\Phi}{4\pi D}\int_R^r\frac{e^{u(s)}}{s^2}\,ds .$$

As $r\to\infty$ the left side tends to 1, so $\Phi=4\pi R_{\rm eff}D$ with

$$\frac1{R_{\rm eff}}=\int_R^\infty\frac{e^{u(s)}}{s^2}\,ds .$$

For $u=0$ this returns $R_{\rm eff}=R$.

Now consider times long compared with both (range)²$/D$ and the time the inner region needs to settle. The second can be much the longer if $U$ has a deep well separated from the sphere by a barrier, because the well must first fill. The inner region then follows the slowly changing flux as if steady. Beyond the range of $U$ the integral up to $r$ equals $1/R_{\rm eff}-1/r$, so

$$g\approx\frac{\Phi(t)}{4\pi D}\left(\frac1{R_{\rm eff}}-\frac1r\right).$$

Continued inwards, this vanishes at $R_{\rm eff}$. The outer region thus sees an absorbing sphere of that radius, and to leading order at late times

$$k(t)\approx4\pi R_{\rm eff}D\left(1+\frac{R_{\rm eff}}{\sqrt{\pi Dt}}\right),\qquad
t_\varepsilon\approx\frac{R_{\rm eff}^2}{\pi D\varepsilon^2}.$$

The uniform initial density differs from the equilibrium density $e^{-u}$ near the sphere. For a short-ranged $U$ this is a finite, localized number of pairs, whose contribution decays as $t^{-3/2}$ by the argument of part (g). An unscreened Coulomb energy falls too slowly for this, and the late law is not claimed for it.

The steady coefficient changes by $R_{\rm eff}/R$. The one-percent time changes by its square, provided that this time itself lies in the late regime: the range of $U$ must be small compared with $\sqrt{Dt_\varepsilon}$, and any well must already have filled. While a well behind a barrier is filling, $k$ can lie far below $k_\infty$, and the one-percent time is then set by the filling. Within the late regime, a short-ranged attraction raises the rate but prolongs the transient, since a larger depletion cloud must form. Two illustrations keep $D$, $R$ and the temperature fixed, with $k_BT=0.0925$ eV; their integrals were evaluated numerically.

*Opposite unit charges.* Take $u=-(\ell_C/r)e^{-r/\lambda}$. With relative permittivity 12, $\ell_C=e^2/(4\pi\epsilon k_BT)=1.30$ nm. For assumed electron and hole densities of $n=2\times10^{18}$ cm⁻³ each, the screening length is $\lambda=\sqrt{\epsilon k_BT/(2ne^2)}=3.9$ nm. The result is $R_{\rm eff}=1.11$ nm: $k_\infty$ rises by a factor of 2.2, and the one-percent time becomes 0.39 ms. A sphere of radius $\lambda$ holds only about one carrier, so this averaged screening is a rough estimate; with no screening the integral would give $R_{\rm eff}=\ell_C/(1-e^{-\ell_C/R})=1.40$ nm. The one-percent time does not then follow $R_{\rm eff}^2$. A uniform density already carries the drift flux $4\pi\ell_C D$, and the steady profile far away is $g\approx1-(R_{\rm eff}-\ell_C)/r$, so only this smaller depletion has to form. The late excess is $(R_{\rm eff}-\ell_C)/\sqrt{\pi Dt}$, and the one-percent time is about 3.5 μs, shorter than without any force. The lengthening found above belongs to screening lengths well below $\sqrt{Dt_\varepsilon}$.

*A recombination barrier.* Take $u=(E_b/k_BT)\,e^{-(r-R)^2/b^2}$ with $E_b=0.2$ eV and $b=0.25$ nm. Then $R_{\rm eff}=0.18$ nm: $k_\infty$ falls to 0.37 of its former value, and the one-percent time to about 10 μs.

## Part (i): finite hops and the real crystal

*Estimate the effect of atomic hops, and judge how far the result of part (e) can be applied to silicon.*

**Answer.** Let the separation change by isotropic hops of fixed length $\ell=0.235$ nm, about a bond length, with capture on landing inside $R$. After a hop in a direction at angle $\theta$ to $\mathbf r$, the distance $s$ satisfies $s^2=r^2+\ell^2+2r\ell\cos\theta$, so $s\,ds=r\ell\,d(\cos\theta)$. For $r>\ell$, averaging $g$ over directions gives

$$\frac12\int_{-1}^{1}g(s)\,d(\cos\theta)=\frac1{2r\ell}\int_{r-\ell}^{r+\ell}s\,g(s)\,ds .$$

In the steady state $f=rg$ therefore equals its own average over $[r-\ell,r+\ell]$, with $f=0$ inside $R$. Solving this linear equation on a grid gives $f\propto r-R+0.298\,\ell$ far from the sphere. Hence $R_{\rm eff}=R-0.298\,\ell=0.43$ nm. In this isotropic model the steady coefficient drops by 14 percent, and the one-percent time becomes 58 μs. In a crystal the hops join definite sites, and the size of the correction also depends on which of these sites lie within the capture radius.

The mean time per hop is $\ell^2/(6D)=0.91$ ns. Some $8.6\times10^4$ hops precede the 79 μs of part (e), so the form of the late law does not depend on resolving single hops; to leading order they enter only through $R_{\rm eff}$. At one hop time the continuum formula gives $k/k_\infty=3.9$, a value that should not be trusted.

For silicon, the largest uncertainty is in the input. Reported diffusivities of its native defects differ by orders of magnitude, and impurities that trap interstitials lower their effective mobility. With $R$ fixed, $t_\varepsilon\propto1/D$, so a tenfold smaller $D$ turns 79 μs into 0.79 ms. The shift can also go the other way: some estimates make the vacancy the faster defect at this temperature, and a tenfold larger $D$ gives 7.9 μs. Charge and barrier, for the values assumed above, move the time up by a factor of 5 or down by a factor of 7.5. The concentration $10^{15}$ cm⁻³ is low for an implanted layer, where defects can be far denser and are partly born in correlated pairs and clusters. The figure of 79 μs thus belongs to the assumed $D$ and $R$; the uncertainty in $D$ alone can shift it by orders of magnitude, even for dilute, randomly placed, neutral defects. For such defects a constant $k_\infty$ may be used in a rate equation if the times of interest greatly exceed $t_\varepsilon$ and $4c_0R^3/\varepsilon^2\ll1$. This holds until so few defects remain that random local surpluses of one kind control the decay. In a real layer the rate equation also needs terms for clustering, for loss at surfaces and, once the concentrations approach their equilibrium values, for the thermal generation of pairs. In the example half the defects recombine in $1/(k_\infty c_0)\approx16$ ms, during which an interstitial diffuses a distance $\sqrt{D_It}\approx0.4$ μm, so a surface that close competes with recombination.

All numerical values are calculated from the stated model.
